# Seitz magnetoresistance coefficients and valley orientation in cubic semiconductors, part 3

The weak-field magnetoresistance of a cubic semiconductor (class $O$, $T_d$ or $O_h$; $\sigma(\mathbf B)$ is invariant under the 24 rotations of the cube) is used to find the orientation of its valleys. Units are SI, components refer to the cube axes, and $\hat{\mathbf j}$ is the current direction. The Seitz coefficients $b,c,d$ and the longitudinal coefficient (field along $\hat{\mathbf j}$, where only the second-order conductivity contributes) are given by

$$\frac{\Delta\rho}{\rho_0B^2}=b+c\,(\hat{\mathbf j}\cdot\hat{\mathbf B})^2+d\sum_i \hat j_i^2\hat B_i^2 . \tag{1}$$

$$M_\parallel(\hat{\mathbf j})=b+c+d\sum_i\hat j_i^4, \tag{6}$$

Carriers have charge $q=se$ ($s=\pm1$), density $n$, momentum $\mathbf p$ measured from the band minimum, velocity $\mathbf v=\nabla_{\mathbf p}\varepsilon$, and $\dot{\mathbf p}=q(\mathbf E+\mathbf v\times\mathbf B)$. With distribution $f_0(\varepsilon)+g$, $f_0'=df_0/d\varepsilon$, and $C[g]=-g/\tau(\varepsilon)$ for scalar $\tau$,

$$-(-f_0')\,q\,\mathbf E\cdot\mathbf v+q\,(\mathbf v\times\mathbf B)\cdot\nabla g=C[g]. \tag{7}$$

The current is $\mathbf j=q\,G\int\mathbf v\,g\,d^3p$ and $n=G\int(-f_0')N\,d\varepsilon$, with $G$ the number of states per unit volume of real and momentum space and $N(\varepsilon)$ the volume inside the energy surface (shell). The energy average $\langle F\rangle$ has weight $(-f_0')N$, normalized; for a parabolic band with Maxwell statistics this is $x^{3/2}e^{-x}/\Gamma(5/2)$, $x=\varepsilon/k_BT$.

The coefficients in

$$\mathbf j=\sigma_0\mathbf E+\alpha\,\mathbf E\times\mathbf B+\beta B^2\mathbf E+\gamma\,\mathbf B(\mathbf B\cdot\mathbf E)+\delta\sum_iB_i^2E_i\,\mathbf e_i \tag{2}$$

and the second-order tensor $S_{ijkl}$ are taken per $ne$. With $\mu_H=\alpha/\sigma_0$,

$$b=-\frac{\beta}{\sigma_0}-\mu_H^2,\qquad c=-\frac{\gamma}{\sigma_0}+\mu_H^2,\qquad d=-\frac{\delta}{\sigma_0}. \tag{4}$$

Ellipsoidal valleys have $u(\varepsilon)=\tfrac12\,\mathbf p\cdot m^{-1}\mathbf p$, $g=(-f_0')\,\mathbf p\cdot\mathbf w(\varepsilon)$ and mobility tensor $\mu=e\tau m^{-1}/u'$. With $\nu=\mu^{-1}$, $D=\det\mu$, $\Omega\mathbf a=\mathbf a\times\mathbf B$, $X=s\mu\Omega$ and $\kappa=D\,\mathbf B\cdot\nu\mathbf B$,

$$\sigma_v=\big\langle(1-s\mu\Omega)^{-1}\mu\big\rangle=\langle\mu\rangle+s\langle\mu\Omega\mu\rangle+\langle\mu\Omega\mu\Omega\mu\rangle+\dots \tag{11}$$

$$S^v_{ijkl}=D\,\big[\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\mu_{ij}\nu_{kl}\big]. \tag{14}$$

$$(1-X)^{-1}\mu=\mu+\frac{X\mu+X^2\mu}{1+\kappa}, \tag{15}$$

The coefficients $b,c,d$ exist if $\langle\tau^3\rangle$ is finite. A star is a valley with all its cubic images, equally populated. With $P=\operatorname{tr}\mu\,\operatorname{tr}\nu$ and $Q=\sum_i\mu_{ii}\nu_{ii}$,

$$\sigma_0=\tfrac13\langle\operatorname{tr}\mu\rangle,\qquad \alpha=\tfrac s3\langle D\operatorname{tr}\nu\rangle,\qquad \beta=-\tfrac16\langle D(P-Q)\rangle,\qquad \gamma=\tfrac13\langle DQ\rangle, \tag{18}$$

For spheroids with axis $\mathbf n$, mobility $\mu_l$ and mass $m_l$ along it, $\mu_t$ and $m_t$ across it, put $K=\mu_t/\mu_l$, $A=(K-1)^2/K$, $S_4=\sum_in_i^4$. Then $\mu_{ii}\nu_{ii}=1+A\,n_i^2(1-n_i^2)$, $P=9+2A$, $Q=3+A(1-S_4)$, and

$$b+c=\frac{\langle DA\rangle}{6\sigma_0}(3S_4-1),\qquad d=\frac{\langle DA\rangle}{6\sigma_0}(3-5S_4), \tag{21}$$

$$\langle100\rangle:\qquad b+c+d=0,\qquad d=-\frac{\langle DA\rangle}{3\sigma_0}<0,\qquad b+c=\frac{\langle DA\rangle}{3\sigma_0}. \tag{16}$$

$$\langle111\rangle:\qquad b+c=0,\qquad d=\frac{2\langle DA\rangle}{9\sigma_0}>0 . \tag{17}$$

## 10. Valleys that are not ellipsoids

When the velocity is not linear in $\mathbf p$ on a shell, the trial function of Section 4 fails. For scalar $\tau(\varepsilon)$ equation (7) can still be iterated, which is the Jones–Zener expansion. With $L=(\mathbf v\times\mathbf B)\cdot\nabla$, (7) reads $g=q\tau(-f_0')\,\mathbf E\cdot\mathbf v-q\tau Lg$, and $L$ passes through functions of energy, so

$$g=q\tau(-f_0')\sum_{r\ge0}(-q\tau L)^r\,\mathbf E\cdot\mathbf v .$$

The second-order conductivity per $ne$ is the $r=2$ term of $qG\int\mathbf v g$:

$$S_{ijkl}B_kB_l=\frac{e^3G}{n}\int d^3p\,(-f_0')\,\tau^3\,v_i\,L^2v_j .$$

The flow $\mathbf v\times\mathbf B$ has divergence $\mathbf B\cdot(\nabla\times\mathbf v)=0$, because $\mathbf v$ is a gradient. Integration by parts then gives $\int F(\varepsilon)\,a\,Lb=-\int F(\varepsilon)\,b\,La$, and the diagonal element along $\hat{\mathbf j}$ is a negative square. For $\mathbf B=\hat{\mathbf j}$ of unit length define

$$\Lambda(\hat{\mathbf j})=S_{ijkl}\,\hat j_i\hat j_j\hat j_k\hat j_l=-\frac{e^3G}{n}\int d^3p\,(-f_0')\,\tau^3\,[L(\hat{\mathbf j}\cdot\mathbf v)]^2\le0 . \tag{22}$$

By Section 2 the longitudinal coefficient of the crystal is $M_\parallel=-\bar\Lambda/\sigma_0$, the bar being the star average. It is positive unless the velocity along $\mathbf B$ is constant on every cyclotron orbit.

Consider a valley that is symmetric about its axis $\mathbf n$ but otherwise of any shape, $\varepsilon=\varepsilon(p_t,p_l)$. For one valley $\Lambda$ is a homogeneous quartic polynomial in $\hat{\mathbf j}$, invariant under rotations about $\mathbf n$. It is then a polynomial in $j_l$ and $j_t^2$ of total degree four, so only even powers of $j_l=\cos\theta$ occur:

$$\Lambda=c_0+c_2\cos^2\theta+c_4\cos^4\theta .$$

For $\theta=0$ the transverse velocity is radial, $\mathbf v\times\mathbf n$ is azimuthal, and $L$ differentiates $v_l(p_t,p_l)$ along the azimuth, giving zero. Hence $c_0+c_2+c_4=0$. For $\theta=90^\circ$, $\Lambda=c_0\equiv-\eta$, where $\eta\ge0$ is the integral in (22) with $\hat{\mathbf j}\perp\mathbf n$.

The star averages are elementary. For the three $\langle100\rangle$ axes $\cos\theta=\hat j_i$, so $\overline{\cos^2\theta}=\tfrac13$ and $\overline{\cos^4\theta}=\tfrac13\Sigma$, with $\Sigma=\sum\hat j_i^4$. For the four $\langle111\rangle$ axes $\cos\theta=(\hat j_1\pm\hat j_2\pm\hat j_3)/\sqrt3$, and the average over the two independent signs removes every term odd in $\hat j_2$ or $\hat j_3$. This leaves $\overline{\cos^2\theta}=\tfrac13$ and

$$\overline{\cos^4\theta}=\tfrac19\Big[\Sigma+6\sum_{i<j}\hat j_i^2\hat j_j^2\Big]=\tfrac19\,[\Sigma+3(1-\Sigma)]=\tfrac13-\tfrac29\Sigma ,$$

using $2\sum_{i<j}\hat j_i^2\hat j_j^2=1-\Sigma$. Matching $-\bar\Lambda/\sigma_0$ to $b+c+d\,\Sigma$ term by term, the $\langle111\rangle$ star has $d=2c_4/9\sigma_0$ and $b+c=-[c_0+(c_2+c_4)/3]/\sigma_0$, and the $\langle100\rangle$ star has $d=-c_4/3\sigma_0$ and $b+c+d=-[c_0+(c_2+c_4)/3]/\sigma_0$. With $c_2+c_4=-c_0=\eta$ the bracket is $-\eta+\eta/3$, so

$$(b+c)_{\langle111\rangle}=(b+c+d)_{\langle100\rangle}=\frac{2\eta}{3\sigma_0}\ \ge0,\qquad \frac{d_{\langle100\rangle}}{d_{\langle111\rangle}}=-\frac32 . \tag{23}$$

For axially symmetric valleys with scalar $\tau$, both relations are shifted by the same non-negative amount, set by the variation of the velocity along a field that is perpendicular to the valley axis. The amount is not positive for every non-ellipsoidal shape. If $u(\varepsilon)=p_t^2/2m_t+h(p_l)$ with any function $h$, then $v_x=p_x/(m_tu')$ for a transverse direction $x$, and $L$ for $\mathbf B\parallel x$ annihilates both $p_x$ and $u'(\varepsilon)$, so $\eta=0$ and both relations survive.

In the ellipsoidal limit $v_x=p_x/(m_tu')$, and for $\mathbf B\parallel x$ one has $Lp_x=(\mathbf v\times\mathbf B)_x=0$, so $\eta=0$ and the relations return. Equation (14) with the product formula of Section 7 gives $\Lambda=D(1-\mu_{jj}\nu_{jj})=-DA\cos^2\theta\sin^2\theta$, that is $c_0=0$, $c_2=-DA$, $c_4=DA$, and the values of $d$ above become those of (16) and (17). This also gives the longitudinal coefficient of any star of spheroids,

$$M_\parallel=\frac{\langle DA\rangle}{\sigma_0}\;\overline{\cos^2\theta\sin^2\theta}. \tag{24}$$

Because $Lv_x$ is of first order in the departure from an ellipsoid, $\eta$ is of second order. A model shows the size. In dimensionless units with $\tau=e=1$, take the axis along $z$ and

$$\varepsilon=\tfrac12(g_t+g_l)+w\,g_tg_l,\qquad g_t=\frac{p_x^2+p_y^2}{m_t},\qquad g_l=\frac{p_z^2}{m_l},$$

with a sharp Fermi energy $E_F$. Then $v_x=(p_x/m_t)(1+2wg_l)$, and for unit field along $x$, $\mathbf v\times\hat{\mathbf x}=(0,v_z,-v_y)$, so $Lv_x=-v_y\,\partial_zv_x=-4w\,v_y\,p_xp_z/(m_tm_l)$. To leading order in $w$, $v_y=p_y/m_t$, and in scaled variables $p_x=\sqrt{m_t}X$, $p_y=\sqrt{m_t}Y$, $p_z=\sqrt{m_l}Z$ the shell is a sphere of radius $r=\sqrt{2E_F}$ and $(Lv_x)^2=16w^2D\,X^2Y^2Z^2$ with $D=1/(m_t^2m_l)$. The shell integral divided by the enclosed volume is $4\pi r/(4\pi r^3/3)=3/r^2$ times the angular mean. The angular mean of $X^2Y^2Z^2$ is $r^6/105$, as a unit Gaussian shows: it has $\langle X^2Y^2Z^2\rangle=1$ and $\langle r^6\rangle=3\cdot5\cdot7$. So $\eta=48w^2Dr^4/105=\tfrac{64}{35}D\,(wE_F)^2$ to leading order, and the small parameter is $wE_F$.

For $m_t=0.5$, $m_l=2.5$, $E_F=1$, $w=0.2$ the integrals were evaluated without expansion in $w$: the Fermi radius in each direction of the scaled space by bisection, the derivatives of $\varepsilon$ analytically, the angles by 48 Gauss–Legendre points in $\cos\theta$ and 24 equally spaced azimuths. The integral of $(Lv_x)^2$ gives $\eta=0.1068$ and that of $v_iv_j$ gives $\sigma_0=1.6915$, so $2\eta/3\sigma_0=0.0421$. The coefficients of the two stars were obtained by rotating the full first- and second-order tensors through the cubic group, inverting $\sigma$ at a very small field and fitting (1) by least squares to ten pairs of directions. The $\langle111\rangle$ star has $b+c=0.0421$ and $d=1.063$; the $\langle100\rangle$ star has $b+c+d=0.0421$ and $d=-1.595$. In this model the violation is about 4% of $d$ for the first star and under 3% of $|d|$ for the second. Equation (23) does not cover warping that breaks the axial symmetry, such as threefold or fourfold corrugation of a valley, nor bands that are degenerate at the extremum; for those only the inequality $M_\parallel\ge0$ of (22) has been shown, for scalar $\tau$ and within the single-band equation of motion of Section 3, which omits Berry-curvature, orbital-moment and interband terms that can matter near a degeneracy.

## 11. Worked example

The model is an electron valley ($s=-1$) with round parameters $m_t=0.1\,m_e$ and $m_l=1.0\,m_e$, parabolic, with Maxwell statistics and a scalar relaxation time $\tau=\tau_0x^{-1/2}$, $\tau_0=0.2$ ps, $x=\varepsilon/k_BT$. The same valley is placed on $\langle111\rangle$, $\langle100\rangle$ and $\langle110\rangle$. With scalar $\tau$, $K=m_l/m_t=10$ on every shell and $A=(10-1)^2/10=8.10$. At $\tau=\tau_0$,

$$\mu_t=\frac{e\tau_0}{m_t}=0.35176\ \mathrm{m^2/Vs},\qquad \mu_l=\frac{e\tau_0}{m_l}=0.03518\ \mathrm{m^2/Vs}.$$

The moments follow from the weight of Section 3: $\langle(\tau/\tau_0)^r\rangle=\int_0^\infty x^{3/2-r/2}e^{-x}dx/\Gamma(\tfrac52)=\Gamma(\tfrac52-\tfrac r2)/\Gamma(\tfrac52)$. For $r=1,2,3$ these are $\Gamma(2)/\Gamma(\tfrac52)=0.75225$, $\Gamma(\tfrac32)/\Gamma(\tfrac52)=0.66667$ and $\Gamma(1)/\Gamma(\tfrac52)=0.75225$. The third moment is finite, as required, and the temperature enters only through $\tau_0$.

By (18), the drift mobility is

$$\sigma_0=0.75225\times\frac{2\times0.35176+0.03518}{3}=0.18523\ \mathrm{m^2/Vs}=1852\ \mathrm{cm^2/Vs}.$$

Since $D\operatorname{tr}\nu=\mu_t^2\mu_l(2/\mu_t+1/\mu_l)=\mu_t^2+2\mu_t\mu_l$, the Hall mobility is

$$\mu_H=-\frac{0.66667\,(0.35176^2+2\times0.35176\times0.03518)}{3\times0.18523}=-0.17814\ \mathrm{m^2/Vs},\qquad \mu_H^2=0.03173\ \mathrm{T^{-2}}.$$

The determinant averages to $\langle D\rangle=0.75225\times0.35176^2\times0.03518=0.003274\ \mathrm{(m^2/Vs)^3}$, so $\langle D\rangle/\sigma_0=0.01768\ \mathrm{T^{-2}}$ and $\langle DA\rangle/\sigma_0=8.10\times0.01768=0.1432\ \mathrm{T^{-2}}$. All these numbers are common to the three stars, as is $P=9+2\times8.10=25.20$. The stars differ in $Q=3+8.10\,(1-S_4)$, which is $8.40$, $3.00$, $7.05$ for $S_4=\tfrac13,1,\tfrac12$.

From (4), (18) and (21), $b=(\langle D\rangle/\sigma_0)(P-Q)/6-\mu_H^2$, $c=-(\langle D\rangle/\sigma_0)\,Q/3+\mu_H^2$ and $d=(\langle DA\rangle/\sigma_0)(3-5S_4)/6$. The results, in T⁻², are given to four decimals from unrounded inputs. For $\langle111\rangle$,

$$b=0.01768\times\tfrac{25.20-8.40}{6}-0.03173=0.0178,\qquad c=-0.01768\times\tfrac{8.40}{3}+0.03173=-0.0178,\qquad d=\tfrac29\times0.1432=0.0318 .$$

For $\langle100\rangle$,

$$b=0.01768\times\tfrac{25.20-3.00}{6}-0.03173=0.0337,\qquad c=-0.01768+0.03173=0.0141,\qquad d=-\tfrac13\times0.1432=-0.0477 .$$

For $\langle110\rangle$,

$$b=0.01768\times\tfrac{25.20-7.05}{6}-0.03173=0.0217,\qquad c=-0.01768\times\tfrac{7.05}{3}+0.03173=-0.0098,\qquad d=\tfrac1{12}\times0.1432=0.0119 .$$

In units of $\mu_H^2$, which removes $\tau_0$, the triples $(b,c,d)$ are $(0.560,-0.560,1.003)$, $(1.061,0.443,-1.504)$ and $(0.685,-0.309,0.376)$. These ratios depend on $K$ and on the scattering law; the vanishing combinations do not. The longitudinal coefficients (6), in T⁻², are as follows.

| star | $[100]$ | $[110]$ | $[111]$ |
|---|---|---|---|
| $\langle111\rangle$ | 0.0318 | 0.0159 | 0.0106 |
| $\langle100\rangle$ | 0 | 0.0239 | 0.0318 |
| $\langle110\rangle$ | 0.0239 | 0.0179 | 0.0159 |

The entries are unchanged when the valley axis and the field direction are exchanged (for instance $\langle111\rangle$ along $[100]$ equals $\langle100\rangle$ along $[111]$), and (24) gives the reason. The average of $\cos^2\theta\sin^2\theta$ between a fixed direction $\hat{\mathbf j}$ and the images $R\mathbf n$ equals the average between $\mathbf n$ and the images $R^{-1}\hat{\mathbf j}$, so valley axis and field direction can be exchanged.

One bar cut along $[110]$ yields all three coefficients. With $\hat{\mathbf j}=(1,1,0)/\sqrt2$, the field along $[001]$ gives $M_1=b$; the field along $[1\bar10]$ has $\hat{\mathbf j}\cdot\hat{\mathbf B}=0$ and $\sum\hat j_i^2\hat B_i^2=\tfrac14+\tfrac14$, giving $M_2=b+d/2$; the field along the bar gives $M_3=b+c+d/2$. The relation $b+c=0$ then reads $M_3=M_2-M_1$, and $b+c+d=0$ reads $M_3=-d/2=M_1-M_2$. For the $\langle111\rangle$ star $M_1=0.01776$, $M_2=0.03367$ and $M_3=0.01591=M_2-M_1$. For the $\langle100\rangle$ star $M_1=0.03367$, $M_2=0.00981$ and $M_3=0.02386=M_1-M_2$. For the $\langle110\rangle$ star $M_1=0.0217$, $M_2=0.0277$, $M_3=0.0179$, and neither equality holds.

The weak-field form can be compared with the full solution at $B=0.2$ T, where $\mu_tB=0.35176\times0.2\approx0.07$. The full values come from (11) without expansion: the $3\times3$ system was solved on each shell for each of the 24 rotated valleys, the energy average was done by 80-point Gauss–Legendre quadrature in $t=\sqrt x$ on $0\le t\le7$, and the summed $\sigma$ was inverted. For the $\langle111\rangle$ star, $\Delta\rho/\rho_0$ along $[100]$ is $0.0318\times0.2^2=0.001273$ (from the unrounded coefficient) in weak field and $0.001260$ in full; along $[110]$ it is $0.000636$ against $0.000625$. For the $\langle100\rangle$ star it is zero along $[100]$ in both treatments, as Section 5 requires, and $0.000955$ against $0.000942$ along $[110]$. For the $\langle110\rangle$ star it is $0.000955$ against $0.000942$ along $[100]$ and $0.000716$ against $0.000710$ along $[110]$. The nonzero full values lie below the weak-field values by between about 0.9% and 1.7% of the latter.

Equation (15) shows the form of this correction. The second-order term of each shell is divided by $1+\kappa$, with $\kappa=\kappa_0/x$ because $\kappa\propto\tau^2$, and $\kappa_0$ lies between $\mu_t\mu_lB^2$ (field across the valley axis) and $\mu_t^2B^2$ (field along it). The factor $\tau^3\propto x^{-3/2}$ cancels the $x^{3/2}$ of the weight, so the integral $\int e^{-x}dx=1$ is replaced by

$$\int_0^\infty\frac{x\,e^{-x}}{x+\kappa_0}\,dx=1-\kappa_0\int_0^\infty\frac{e^{-x}}{x+\kappa_0}\,dx\simeq1-\kappa_0\ln\frac1{\kappa_0}\qquad(\kappa_0\to0),$$

the logarithm coming from the range $\kappa_0\ll x\ll1$, where the integrand is $1/x$. For this scattering law the leading correction to (1) is of relative order $B^2\ln(1/B)$, which reflects the divergence of $\langle\tau^5\rangle\propto\int x^{-1}e^{-x}dx$: the slowest carriers have long $\tau$ and leave the weak-field regime first. Every valley contributes to the longitudinal $\Lambda$ with the same sign, so this term lowers the longitudinal magnetoresistance as $B\to0$. At $0.2$ T the term $\kappa_0\ln(1/\kappa_0)$, averaged over the valleys with the weight $\cos^2\theta\sin^2\theta$ of (24), is between 1.0% and 2.0% for the five nonzero cases above, which is 1.15 to 1.24 times the actual difference. The remaining corrections, which begin at relative order $B^2$ without a logarithm, together have the opposite sign.

The equality of the full values $0.000942$ for the $\langle100\rangle$ star along $[110]$ and the $\langle110\rangle$ star along $[100]$ is exact in this model at any field. Both directions are axes of twofold rotations of the cube, under which $\sigma(\mathbf B)$ is invariant in all three crystal classes (Section 1). Such a rotation leaves $\mathbf B$ unchanged and reverses the transverse components, so $\sigma$ does not couple the longitudinal to the transverse directions and $\rho_\parallel=1/\sigma_\parallel$. The longitudinal element of (15) for one spheroid depends only on the angle between $\mathbf n$ and $\mathbf B$. Of the three $\langle100\rangle$ axes, two make $45^\circ$ with $[110]$ and one makes $90^\circ$; of the six $\langle110\rangle$ axes, four make $45^\circ$ (or $135^\circ$) with $[100]$ and two make $90^\circ$. The fractions are the same, and so is $\sigma_\parallel$.

Numerical values quoted here were computed with a short program.
